# Proximity-corrected electron-beam dose from half-height edge matching

Two gratings with a period of 400 nm are written with the same electron dose. One has lines 100 nm wide, the other lines 300 nm wide. In the model below, each edge of the narrow lines prints 4.09 nm inside its intended position, and each edge of the wide lines prints 4.09 nm outside it. The widths become about 92 nm and 308 nm, although the beam is steered correctly and a grating of 200 nm lines prints at its intended width. The displacement comes from electrons scattered back out of the substrate. Inside a large uniform grating, a dose that depends on pattern density removes it.

## Exposure model

Let $f(r)$ be the energy deposited in the resist at distance $r$ from the point of incidence, per unit dose. It is modelled by two Gaussians,

$$
f(r)=\frac{1}{\pi(1+\eta)}\left[\frac{e^{-r^2/\alpha^2}}{\alpha^2}+\eta\,\frac{e^{-r^2/\beta^2}}{\beta^2}\right]. \tag{1}
$$

The short range $\alpha$ describes the beam and its forward scattering, the long range $\beta$ describes backscattering, and $\eta$ is the ratio of backscattered to forward energy. Since $\int_0^\infty 2\pi r\,e^{-r^2/\sigma^2}dr=\pi\sigma^2$, the bracket integrates to $\pi(1+\eta)$ over the plane, and $f$ integrates to one.

Let $m(\mathbf r)$ be 1 in written areas and 0 elsewhere. All written areas receive the same dose factor $D$, the dose divided by a base dose fixed later. Energy deposition is taken to be linear in dose, so the exposure is

$$
E(\mathbf r)=D\,\frac{C_\alpha(\mathbf r)+\eta\,C_\beta(\mathbf r)}{1+\eta},\qquad
C_\sigma(\mathbf r)=\int m(\mathbf r')\,\frac{e^{-|\mathbf r-\mathbf r'|^2/\sigma^2}}{\pi\sigma^2}\,d^2r'. \tag{2}
$$

The coverage $C_\sigma$ is the written fraction seen through a Gaussian window of range $\sigma$. An unlimited written area has $C_\alpha=C_\beta=1$, so its exposure at $D=1$ is the unit of $E$.

The example uses round parameters: $\alpha=15$ nm, $\beta=10\,000$ nm and $\eta=0.6$.

## The two coverages at an edge

Take long lines parallel to $y$, with width $w$, period $p$, gap $g=p-w$ and density $\rho=w/p$. The $y$ integral in (2) gives $\sqrt\pi\,\sigma$, which leaves the one-dimensional window

$$
K_\sigma(x)=\frac{e^{-x^2/\sigma^2}}{\sqrt\pi\,\sigma},\qquad \int_{-\infty}^{\infty}K_\sigma(x)\,dx=1. \tag{3}
$$

Place one line at $-w<x<0$ and examine its edge at $x=0$.

**Forward coverage.** If the whole half-line $x<0$ were written and nothing else, $C_\alpha$ would be $1/2$ by symmetry. The true pattern differs in two ways: gaps on the left remove some weight, and lines on the right add some. The gaps on the left begin at distance $w$, so they remove at most $\int_w^\infty K_\alpha dx=\tfrac12\operatorname{erfc}(w/\alpha)$. The lines on the right begin at distance $g$, so they add at most $\tfrac12\operatorname{erfc}(g/\alpha)$. The two changes have opposite signs, and their difference cannot exceed the larger bound:

$$
\left|C_\alpha(0)-\tfrac12\right|\le\tfrac12\operatorname{erfc}\!\left(\frac{\min(w,g)}{\alpha}\right). \tag{4}
$$

For a 100 nm line or gap this bound is $2.1\times10^{-21}$.

**Backscatter coverage.** About the centre of the line, $u=x+w/2$, the pattern is even and periodic. Its mean is $\rho$, and its cosine coefficients are

$$
a_n=\frac2p\int_{-w/2}^{w/2}\cos\frac{2\pi nu}{p}\,du=\frac{2\sin(\pi n\rho)}{\pi n}. \tag{5}
$$

To average a cosine over the window, define $J(k)=\int K_\sigma(t)\cos(kt)\,dt$. From (3), $tK_\sigma=-(\sigma^2/2)K_\sigma'$. Therefore

$$
J'(k)=-\int tK_\sigma\sin(kt)\,dt=\frac{\sigma^2}{2}\int K_\sigma'\sin(kt)\,dt=-\frac{\sigma^2k}{2}J(k), \tag{6}
$$

where the last step is an integration by parts. With $J(0)=1$ this gives $J=e^{-k^2\sigma^2/4}$. The sine part averages to zero because $K_\sigma$ is even, so each harmonic with $k=2\pi n/p$ is multiplied by $e^{-(\pi n\sigma/p)^2}$.

At the edge, $u=w/2$ and the cosine equals $\cos(\pi n\rho)$. Using $2\sin\theta\cos\theta=\sin2\theta$,

$$
C_\sigma(0)=\rho+\sum_{n=1}^{\infty}\frac{\sin(2\pi n\rho)}{\pi n}\,e^{-(\pi n\sigma/p)^2}. \tag{7}
$$

For $\sigma=\beta$ put $q=e^{-(\pi\beta/p)^2}$. Since $|\sin|\le1$ and $q^{n^2}\le q^n$,

$$
|C_\beta(0)-\rho|\le\frac1\pi\sum_{n=1}^\infty\frac{q^n}{n}=-\frac{\ln(1-q)}{\pi}. \tag{8}
$$

Here $\log_{10}q\approx-2679$, so the backscattered electrons see only the mean density. This requires the grating to extend many $\beta$ in all directions.

Equation (7) also singles out half filling. At $\rho=1/2$ every $\sin(\pi n)$ vanishes and $C_\sigma(0)=1/2$ for every range $\sigma$. The edge exposure of such a grating at $D=1$ is $1/2$ whatever the values of $\alpha$, $\beta$ and $\eta$, which makes it a natural reference.

## Matching the half-height exposure

With $C_\alpha=1/2$ and $C_\beta=\rho$, equation (2) gives

$$
E_{\rm edge}=D\,\frac{\tfrac12+\eta\rho}{1+\eta}. \tag{9}
$$

At the centre of a line $C_\alpha\simeq1$, and at the centre of a gap $C_\alpha\simeq0$, provided that half the line and half the gap are several $\alpha$ wide. The smallest such half-width here is 50 nm, or $3.3\,\alpha$. Then

$$
E_{\rm top}=D\,\frac{1+\eta\rho}{1+\eta},\qquad E_{\rm bottom}=D\,\frac{\eta\rho}{1+\eta}. \tag{10}
$$

Their mean is (9), so the intended edge lies at half height between the local top and bottom. Backscattering raises the whole profile without moving its half-height point. A resist, however, does not follow the local half height. In the simplest development model it has one fixed exposure level $T$, and the printed edge lies where $E=T$. Setting (9) equal to $T$ gives

$$
D_T(\rho)=\frac{2T(1+\eta)}{1+2\eta\rho}. \tag{11}
$$

At $\rho=1/2$ the denominator is $1+\eta$, so $D_T(1/2)=2T$. Choose the base dose as the one that prints the half-filled grating at its intended width. Dose factors are then ratios to this value, and $T$ cancels:

$$
\boxed{D(\rho)=\frac{D_T(\rho)}{D_T(1/2)}=\frac{1+\eta}{1+2\eta\rho}} \tag{12}
$$

In these units the resist level is $1/2$.

The factor 2 in the denominator comes from the edge. There the forward exposure has fallen to half its full value while the backscattered exposure has not, so backscattering counts twice as heavily as it does at the centre of a line.

This can be seen by matching the tops instead. Equation (10) with the same reference would give $D_{\rm top}=(1+\eta/2)/(1+\eta\rho)$. Inserting this in (9) and subtracting $1/2$,

$$
E_{\rm edge}-\frac12=\frac{(1+\eta/2)(1+2\eta\rho)-(1+\eta)(1+\eta\rho)}{2(1+\eta)(1+\eta\rho)}
=\frac{\eta(\rho-\tfrac12)}{2(1+\eta)(1+\eta\rho)}. \tag{13}
$$

In the numerator the terms $1$ and $\eta^2\rho$ cancel, leaving $\eta\rho-\eta/2$. With no correction the error is $\eta(\rho-\tfrac12)/(1+\eta)$, from (9) at $D=1$. Equal tops therefore reduce the edge error by the factor $1/[2(1+\eta\rho)]$ but do not remove it.

## Numbers for three gratings

For $\rho=0.25$ the dose factor is

$$
D=\frac{1+0.6}{1+2(0.6)(0.25)}=\frac{1.6}{1.3}=1.2308,
$$

and for $\rho=0.75$ it is $1.6/1.9=0.8421$. Summing the contributions of the individual lines to the edge exposure, and solving for the dose that matches the half-filled grating, gives the same values to the six decimals printed in the numerical output.

| $\rho$ | edge at $D=1$ | corrected $D$ | bottom | edge | top |
|---|---|---|---|---|---|
| 0.25 | 0.406 | 1.231 | 0.115 | 0.500 | 0.885 |
| 0.50 | 0.500 | 1.000 | 0.188 | 0.500 | 0.813 |
| 0.75 | 0.594 | 0.842 | 0.237 | 0.500 | 0.763 |

The last three columns refer to the corrected dose. The edges agree, while the tops and bottoms do not: a dense pattern has a smaller swing between them. The swing is $D/(1+\eta)=1/(1+2\eta\rho)$, by subtraction in (10).

## Edge displacement without correction

Near the edge the backscatter coverage is practically constant; call it $b$. Inside a uniform region $b=\rho$. Let $x$ be positive outward from the line. If the other edges are several $\alpha$ away, $C_\alpha(x)=\tfrac12\operatorname{erfc}(x/\alpha)$. The contour condition $E=1/2$ becomes

$$
\operatorname{erfc}\!\left(\frac{x}{\alpha}\right)+2\eta b=\frac{1+\eta}{D}
\quad\Longrightarrow\quad
\operatorname{erf}\!\left(\frac{x}{\alpha}\right)=1+2\eta b-\frac{1+\eta}{D}. \tag{14}
$$

At $D=1$ the right side is $\eta(2b-1)$. For $\rho=0.25$ it is $-0.3$, and for $\rho=0.75$ it is $+0.3$. This explains the equal and opposite displacements of 4.09 nm at the start: the displacement is odd under $\rho\to1-\rho$. The corrected doses lack this symmetry about 1, because it is $1/D$, not $D$, that is linear in $\rho$.

A solution of (14) requires the right side to lie between $-1$ and $1$. For an isolated narrow line, $b\simeq0$, this means $\eta<1$ at $D=1$. If $\eta\ge1$, the top exposure $1/(1+\eta)$ obtained with $b=0$ does not exceed the resist level, and the uncorrected line does not print. For the 100 nm line, its own weak backscatter raises this limit on $\eta$ to 1.011. When half the width is only about $2\alpha$ or less, the forward coverage at the centre falls short of 1 and the limit drops below 1.

## Sparse and dense limits

As $\rho\to0$ the dose factor tends to $1+\eta$, here 1.6. The forward electrons alone must then supply the edge exposure. The limit describes an isolated line with $\alpha\ll w\ll\beta$.

A line of finite width also receives a little of its own backscatter. Integrating (3) over the line gives $b=\tfrac12\operatorname{erf}(w/\beta)$, which is 0.00564 for $w=100$ nm. At $D=1+\eta$ the edge exposure is

$$
E_{\rm edge}=\tfrac12+\eta b=0.5+0.6(0.00564)=0.5034. \tag{15}
$$

From (14) with $\operatorname{erf}z\simeq2z/\sqrt\pi$, the remaining displacement is $x\simeq\sqrt\pi\,\alpha\eta b=0.09$ nm. At $D=1$ the same edge lies 8.8 nm inside its intended position.

As $\rho\to1$ the factor tends to $(1+\eta)/(1+2\eta)=0.727$. This is the dose around a narrow gap in a large written area, again with $\alpha\ll g\ll\beta$. It does not apply at the outer boundary of that area, where the surroundings are half empty.

## What equal edges leave unequal

The corrected gratings respond differently to a dose error. Differentiate (14) with respect to $D$ at fixed $b$, which means that the dose of the whole region changes together:

$$
\frac{2}{\sqrt\pi\,\alpha}\,e^{-x^2/\alpha^2}\frac{dx}{dD}=\frac{1+\eta}{D^2}. \tag{16}
$$

At the corrected dose $x=0$. Multiplying by $D$ and using $(1+\eta)/D=1+2\eta\rho$,

$$
\frac{dx}{d\ln D}=\frac{\sqrt\pi}{2}\,\alpha\,(1+2\eta\rho). \tag{17}
$$

The values are 17.3, 21.3 and 25.3 nm for $\rho=0.25$, 0.50 and 0.75. A dose increase of 1% moves each edge outward by about 0.17, 0.21 and 0.25 nm, and changes the line width by twice as much. The correction puts the edges of all three gratings in place, but the same relative dose error then moves the edges of the dense grating farthest. Relative to line width the order is reversed: 1% more dose widens the 100 nm lines by 0.34% and the 300 nm lines by 0.17%.

## Other shapes, corners and region borders

The derivation does not depend on the pattern being a grating. It needs a locally straight edge, other edges several $\alpha$ away, and a pattern fine enough that the backscattered electrons see only its mean density. Consider square pads 200 nm wide with a period of 400 nm in both directions. Their density is $(200/400)^2=0.25$. The pad pattern and the Gaussian window both factorize in $x$ and $y$, so $C_\sigma$ is a product of two line coverages. At the middle of a side the forward coverage is $\tfrac12\times1$, and the backscatter coverage is $\tfrac12\times\tfrac12=\rho$. The dose factor 1.2308 therefore serves the pads as well as the 100 nm lines, and the side exposure is 0.5000.

At a pad corner the forward coverage is $\tfrac12\times\tfrac12=\tfrac14$, and

$$
E_{\rm corner}=D\,\frac{\tfrac14+\eta\rho}{1+\eta}=1.2308\times\frac{0.25+0.15}{1.6}=0.3077. \tag{18}
$$

This is below the resist level, so the printed corner is rounded. A factor that depends on density alone cannot match sides and corners together.

The second failure occurs where the region ends. Let a grating fill the half-plane $x<0$, with the outer edge of its last line at $x=0$. With $u=-x$, the backscatter coverage there is

$$
b=\int_0^\infty K_\beta(u)\,m\,du=\frac\rho2+\int_0^\infty K_\beta(u)\,(m-\rho)\,du. \tag{19}
$$

Define $M(u)=\int_0^u(m-\rho)\,du'$. It rises linearly to $w(1-\rho)=p\rho(1-\rho)$ across a line and returns linearly to zero across the gap, so its mean is $p\rho(1-\rho)/2$. Integration by parts turns the last integral into $-\int_0^\infty K_\beta'M\,du$. Because $K_\beta'$ varies little over a period, $M$ may be replaced by its mean to leading order in $p/\beta$, and $-\int_0^\infty K_\beta'du=K_\beta(0)=1/(\sqrt\pi\beta)$. Hence

$$
b\simeq\frac\rho2+\frac{p\,\rho(1-\rho)}{2\sqrt\pi\,\beta}. \tag{20}
$$

For $\rho=0.5$ this is $0.25+0.0028=0.2528$. With $D=1$, the correct dose deep inside, the outer edge receives $(0.5+0.6\times0.2528)/1.6=0.407$ and prints 4.04 nm inside its intended position.

When the dose varies from place to place, backscattering responds to the product of density and dose. For lines and gaps several $\alpha$ wide and periods small compared with $\beta$, the condition at a straight edge becomes

$$
\frac{D(\mathbf r)}2+\eta\int\frac{e^{-|\mathbf r-\mathbf r'|^2/\beta^2}}{\pi\beta^2}\,\rho(\mathbf r')D(\mathbf r')\,d^2r'=\frac{1+\eta}{2}. \tag{21}
$$

If $\rho$ and $D$ are constant over several $\beta$, the integral is $\rho D$ and (12) returns. Replacing $\rho$ in (12) by the local coverage $b(\mathbf r)$ is not a solution at a border. The border would then have the highest dose, its neighbours would supply less backscatter than $bD$ evaluated at the border, and the outer edge would stay underexposed. Equation (21) has to be solved for the dose distribution.

## Relation to real exposures

The chosen $\beta$ and $\eta$ are roughly those of a 50 keV beam on silicon. The effective $\alpha$ depends on beam size, resist thickness and development, and 15 nm is a plausible round value. Real energy distributions often need a further term of intermediate range, and heavy films under the resist change $\eta$. The effect of an error in $\eta$ follows from (12):

$$
\frac{\partial\ln D}{\partial\eta}=\frac1{1+\eta}-\frac{2\rho}{1+2\eta\rho}=\frac{1-2\rho}{(1+\eta)(1+2\eta\rho)}. \tag{22}
$$

At $\rho=0.25$ this is $0.5/(1.6\times1.3)=0.24$. An error of 0.1 in $\eta$ thus changes the required dose by about 2.4%, and by (17) displaces each edge by about 0.4 nm. An intermediate term whose range is long compared with the period simply adds to $\eta$. At a shorter range its coverage still follows (7) but can lie between the limits $\rho$ and $1/2$: for a range of a quarter period and $\rho=0.25$ it is 0.42. The coverage then depends on the period as well, and density alone no longer fixes the dose. A resist whose development depends on more than the local exposure also departs from the fixed level $T$, by an amount this model cannot supply.

## Table of computed values

```
forward range alpha = 15 nm
backscatter range beta = 10000 nm
energy ratio eta = 0.60 (dimensionless)
grating period = 400 nm
forward error bound, 100 nm line or gap = 2.1e-21
log10 of backscatter q = -2679
edge exposure, rho=0.5, dose 1 = 0.500000
rho=0.25: line width = 100 nm
  dose matched = 1.230769, formula = 1.230769
  corrected top = 0.8846, bottom = 0.1154, edge = 0.5000
  edge exposure at dose 1 = 0.4063
  edge shift at dose 1 = -4.087 nm
  corrected dx/dlnD = 17.281 nm
rho=0.50: line width = 200 nm
  dose matched = 1.000000, formula = 1.000000
  corrected top = 0.8125, bottom = 0.1875, edge = 0.5000
  edge exposure at dose 1 = 0.5000
  edge shift at dose 1 = -0.000 nm
  corrected dx/dlnD = 21.269 nm
rho=0.75: line width = 300 nm
  dose matched = 0.842105, formula = 0.842105
  corrected top = 0.7632, bottom = 0.2368, edge = 0.5000
  edge exposure at dose 1 = 0.5937
  edge shift at dose 1 = 4.087 nm
  corrected dx/dlnD = 25.257 nm
isolated line: width = 100 nm, dose = 1.6000
  own backscatter coverage = 0.005642
  corrected edge exposure = 0.50339
  edge shift at dose 1 = -8.799 nm
  residual shift after correction = 0.090 nm
narrow gap in filled area: dose = 0.7273
square pads: width = 200 nm, rho = 0.25, dose = 1.2308
  side midpoint exposure = 0.5000
  corner exposure = 0.3077
region border: rho = 0.50, dose = 1.0000
  backscatter coverage = 0.25282
  period correction in it = 0.00282
  outer edge exposure = 0.4073
  outer edge shift = -4.037 nm
```
